# Functional-driven and density-driven parts of a density-functional barrier error: verification in Python

```python
"""
Partition of a density-functional barrier error, tested on an exactly solvable model.
Result under test, for each structure with exact density n and energy E:
  Eapp[napp] - E = (Eapp[n] - E) + (Eapp[napp] - Eapp[n])
                 =  functional-driven + density-driven,
and the barrier error is the difference (barrier structure - reactant) of each part.
Eapp : Kohn-Sham functional with local-density exchange (LDA-X), no correlation
napp : density minimizing Eapp;  n : density of the exact two-electron wavefunction
Model: one dimension, two electrons (singlet), three unit charges, every
interaction softened to 1/sqrt(u^2+1). Internal units: hartree and bohr.
Grid amplitudes c_i = sqrt(h) phi(x_i); cell populations q_i = h n(x_i) = 2 c_i^2.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import minimize, minimize_scalar
from scipy.sparse.linalg import LinearOperator, eigsh
from scipy.special import iti0k0, k1

HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]
EV_KJMOL = constants.e * constants.N_A / 1000.0
HALF_BOX = 13.0
OUTER = 4.0          # outer charges sit at -OUTER and +OUTER


def soft(u):
    return 1.0 / np.sqrt(u * u + 1.0)


def lda_exchange(n):
    """Exchange energy per length and its derivative for the softened gas."""
    n = np.maximum(n, 1e-20)
    z = np.pi * n
    potential = -iti0k0(z)[1] / np.pi
    energy = n * potential + (1.0 - z * k1(z)) / np.pi**2
    return energy, potential


class Structure:
    """Grid Hamiltonian for one position of the middle charge."""

    def __init__(self, middle, h):
        self.h = h
        count = int(round(2 * HALF_BOX / h)) + 1
        self.x = np.linspace(-HALF_BOX, HALF_BOX, count)
        d = np.subtract.outer(np.arange(count), np.arange(count))
        safe = np.where(d == 0, 1, d)
        off = np.where(d % 2 == 0, 1.0, -1.0)
        self.kin = np.where(d == 0, np.pi**2 / 6, off / safe**2) / h**2
        self.deriv = np.where(d == 0, 0.0, off / safe) / h
        self.w = soft(np.subtract.outer(self.x, self.x))
        charges = [-OUTER, middle, OUTER]
        self.v = -sum(soft(self.x - r) for r in charges)
        self.nuc = sum(soft(charges[i] - charges[j])
                       for i in range(3) for j in range(i))

    def solve_exact(self):
        size = len(self.x)
        one = self.kin + np.diag(self.v)

        def apply(vec):
            psi = vec.reshape(size, size)
            return (one @ psi + psi @ one + self.w * psi).ravel()

        op = LinearOperator((size**2, size**2), matvec=apply, dtype=float)
        guess = np.exp(-self.x**2 / 30.0)
        val, vec = eigsh(op, k=1, which="SA", v0=np.outer(guess, guess).ravel(),
                         ncv=40, tol=1e-10, maxiter=5000)
        psi = vec[:, 0].reshape(size, size)
        return val[0] + self.nuc, psi

    def xc(self, q, kind):
        if kind == "LDA":
            energy, pot = lda_exchange(q / self.h)
            return self.h * energy.sum(), pot
        hartree_pot = self.w @ q           # two-electron exact exchange
        return -0.25 * q @ hartree_pot, -0.5 * hartree_pot

    def energy(self, q, kind):
        """Approximate functional evaluated on a given density."""
        c = np.sqrt(q / 2)
        return (2 * c @ self.kin @ c + q @ self.v + 0.5 * q @ self.w @ q
                + self.xc(q, kind)[0] + self.nuc)

    def self_consistent(self, start_q, kind):
        """Lowest minimum found from a centred and two displaced starts."""
        t, u = np.linalg.eigh(self.kin)
        pre = (u / np.sqrt(t + 0.5)) @ u.T
        pre_inv = (u * np.sqrt(t + 0.5)) @ u.T

        def objective(y):
            raw = pre @ y
            norm = np.linalg.norm(raw)
            c = raw / norm
            q = 2 * c * c
            exc, vxc = self.xc(q, kind)
            vh = self.w @ q
            tc = self.kin @ c
            value = 2 * c @ tc + q @ self.v + 0.5 * q @ vh + exc
            grad = 4 * (tc + (self.v + vh + vxc) * c)
            grad = (grad - c * (c @ grad)) / norm
            return value, pre @ grad

        best = None
        for tilt in (0.0, 0.15, -0.15):
            c0 = np.sqrt(start_q / 2) * np.exp(tilt * self.x)
            c0 /= np.linalg.norm(c0)
            res = minimize(objective, pre_inv @ c0, jac=True, method="L-BFGS-B",
                           options=dict(maxiter=3000, ftol=1e-15, gtol=1e-8,
                                        maxcor=30))
            if best is None or res.fun < best.fun - 1e-9:
                best = res
        c = pre @ best.x
        c /= np.linalg.norm(c)
        return 2 * c * c


def analyse(middle, h):
    s = Structure(middle, h)
    e_exact, psi = s.solve_exact()
    q = 2 * (psi**2).sum(axis=1)
    c = np.sqrt(q / 2)
    r = dict(s=s, q=q, E=e_exact)
    r["T"] = 2 * np.sum(psi * (s.kin @ psi))
    r["Ts"] = 2 * c @ s.kin @ c
    r["Vee"] = np.sum(psi**2 * s.w)
    r["U"] = 0.5 * q @ s.w @ q
    r["Exc"] = r["T"] - r["Ts"] + r["Vee"] - r["U"]
    r["ExLDA"] = s.xc(q, "LDA")[0]
    r["qL"] = s.self_consistent(q, "LDA")
    r["qH"] = s.self_consistent(q, "HF")
    r["L_L"] = s.energy(r["qL"], "LDA")
    r["L_n"] = s.energy(q, "LDA")
    r["L_H"] = s.energy(r["qH"], "LDA")
    r["H_H"] = s.energy(r["qH"], "HF")
    r["F"] = r["L_n"] - e_exact
    r["D"] = r["L_L"] - r["L_n"]
    return r


# Closed-form exchange against direct quadrature of the uniform-gas exchange hole
for dens in (0.1, 0.5):
    kf = np.pi * dens / 2
    hole = quad(lambda u: (kf * np.sinc(kf * u / np.pi))**2 * soft(u),
                0, 200, limit=1000)[0]
    assert abs(-2 * hole / np.pi**2 - lda_exchange(dens)[0]) < 1e-5

# Structures: exact minimum for the reactant, symmetric midpoint for the barrier
search = minimize_scalar(lambda m: Structure(m, 0.4).solve_exact()[0],
                         bounds=(-3.2, -1.2), method="bounded",
                         options=dict(xatol=0.004))
middle_R = round(float(search.x), 2)
H = 0.25
R = analyse(middle_R, H)
B = analyse(0.0, H)
for shift in (-0.1, 0.1):
    assert Structure(middle_R + shift, H).solve_exact()[0] > R["E"]
assert Structure(0.25, H).solve_exact()[0] < B["E"]
assert B["E"] > R["E"]

nodes, weights = np.polynomial.legendre.leggauss(24)
nodes, weights = (nodes + 1) / 2, weights / 2
for r in (R, B):
    s, q = r["s"], r["q"]
    # Kohn-Sham kinetic energy against its density-gradient form
    n = q / H
    dn = s.deriv @ n
    keep = n > 1e-7
    assert abs(H * np.sum(dn[keep]**2 / (8 * n[keep])) - r["Ts"]) < 2e-4
    assert r["T"] > r["Ts"]
    # Functional-driven error equals the exchange-correlation error at n
    assert abs(r["F"] - (r["ExLDA"] - r["Exc"])) < 1e-6
    # Variational sign, also against the Hartree-Fock density
    assert r["L_L"] < r["L_n"] and r["L_L"] < r["L_H"]
    # The minimizer is the lowest orbital of its own Kohn-Sham Hamiltonian
    qL = r["qL"]
    v_ks = s.v + s.w @ qL + s.xc(qL, "LDA")[1]
    lowest = np.linalg.eigh(s.kin + np.diag(v_ks))[1][:, 0]
    assert abs(np.abs(lowest) @ np.sqrt(qL / 2) - 1) < 1e-5
    # Density-driven error as a line integral of the functional derivative
    line = 0.0
    for t, wt in zip(nodes, weights):
        qt = q + t * (qL - q)
        ct = np.sqrt(qt / 2)
        slope = (s.kin @ ct) / ct + s.v + s.w @ qt + s.xc(qt, "LDA")[1]
        line += wt * (qL - q) @ slope
    r["line"] = line
    assert abs(line - r["D"]) < 1e-5
    # First-order shift from a proxy density: potential difference at n
    c = np.sqrt(q / 2)
    vxc_exact = -(s.kin @ c) / c - s.v - s.w @ q      # up to a constant
    eta = r["qH"] - q
    r["first"] = eta @ (s.xc(q, "LDA")[1] - vxc_exact)
    step = 1e-3
    f0, f1, f2 = (s.energy(q + k * step * eta, "LDA") for k in (0, 1, 2))
    assert abs((-3 * f0 + 4 * f1 - f2) / (2 * step) - r["first"]) < 1e-4


def bar(key):
    return B[key] - R[key]


# Both parts of the barrier error on a finer grid
R2, B2 = analyse(middle_R, 0.2), analyse(0.0, 0.2)
grid_change = max(abs(B2[k] - R2[k] - bar(k)) for k in ("E", "F", "D"))
assert grid_change < 2e-4


def show(label, hartree):
    print(f"{label}: {hartree * HARTREE_EV:.4f} eV")


print(f"distance of outer charges: {2 * OUTER:.2f} bohr")
print(f"reactant, position of middle charge: {middle_R:.2f} bohr")
print(f"reactant, short bond length: {middle_R + OUTER:.2f} bohr")
print(f"grid spacing: {H:.2f} bohr; half box: {HALF_BOX:.1f} bohr")
for name, r in (("reactant", R), ("barrier structure", B)):
    print(f"--- {name}")
    show("exact energy", r["E"])
    show("LDA-X on its own density", r["L_L"])
    show("LDA-X on exact density", r["L_n"])
    show("LDA-X on Hartree-Fock density", r["L_H"])
    show("Hartree-Fock energy", r["H_H"])
    show("interacting kinetic energy T", r["T"])
    show("Kohn-Sham kinetic energy Ts[n]", r["Ts"])
    show("exact Exc[n]", r["Exc"])
    show("LDA-X exchange energy at n", r["ExLDA"])
    show("functional-driven error", r["F"])
    show("density-driven error", r["D"])
    show("density-driven error, line integral", r["line"])
    show("proxy shift, HF density, full", r["L_H"] - r["L_n"])
    show("proxy shift, HF density, first order", r["first"])
    x = r["s"].x
    print("centre of electron density (exact, LDA-X, HF): "
          + ", ".join(f"{abs(r[k] @ x / 2) * np.sign(round(r[k] @ x, 3)):.3f}"
                      for k in ("q", "qL", "qH")) + " bohr")
x = B["s"].x
window = np.where(np.isclose(abs(x), 2.0), 0.5, (abs(x) < 2.0).astype(float))
print("electrons within 2 bohr of middle charge, barrier structure:")
print("  exact %.3f, LDA-X %.3f, HF %.3f (number)"
      % tuple(B[k] @ window for k in ("q", "qL", "qH")))
print("--- barrier")
show("exact barrier", bar("E"))
show("LDA-X barrier, self-consistent", bar("L_L"))
show("LDA-X barrier on exact densities", bar("L_n"))
show("LDA-X barrier on HF densities", bar("L_H"))
show("Hartree-Fock barrier", bar("H_H"))
show("total LDA-X barrier error", bar("L_L") - bar("E"))
show("functional-driven part", bar("F"))
show("density-driven part", bar("D"))
show("functional part if HF densities are supplied", bar("L_H") - bar("E"))
show("density part if HF densities are supplied", bar("L_L") - bar("L_H"))
show("misassigned if T replaces Ts[n]", bar("T") - bar("Ts"))
print("total, functional, density part: %.1f, %.1f, %.1f kJ/mol"
      % tuple(e * HARTREE_EV * EV_KJMOL
              for e in (bar("L_L") - bar("E"), bar("F"), bar("D"))))
print(f"largest change on finer grid: {grid_change * HARTREE_EV:.1e} eV")
print("success")
```

Output:

```
distance of outer charges: 8.00 bohr
reactant, position of middle charge: -1.75 bohr
reactant, short bond length: 2.25 bohr
grid spacing: 0.25 bohr; half box: 13.0 bohr
--- reactant
exact energy: -40.6123 eV
LDA-X on its own density: -37.9529 eV
LDA-X on exact density: -35.7006 eV
LDA-X on Hartree-Fock density: -37.5959 eV
Hartree-Fock energy: -38.4119 eV
interacting kinetic energy T: 5.0084 eV
Kohn-Sham kinetic energy Ts[n]: 4.6207 eV
exact Exc[n]: -17.1099 eV
LDA-X exchange energy at n: -12.1982 eV
functional-driven error: 4.9116 eV
density-driven error: -2.2522 eV
density-driven error, line integral: -2.2522 eV
proxy shift, HF density, full: -1.8953 eV
proxy shift, HF density, first order: -6.5161 eV
centre of electron density (exact, LDA-X, HF): 0.210, -1.380, -2.024 bohr
--- barrier structure
exact energy: -39.8777 eV
LDA-X on its own density: -36.2558 eV
LDA-X on exact density: -35.8728 eV
LDA-X on Hartree-Fock density: -36.1430 eV
Hartree-Fock energy: -36.5608 eV
interacting kinetic energy T: 3.4236 eV
Kohn-Sham kinetic energy Ts[n]: 2.5611 eV
exact Exc[n]: -14.8793 eV
LDA-X exchange energy at n: -10.8745 eV
functional-driven error: 4.0049 eV
density-driven error: -0.3830 eV
density-driven error, line integral: -0.3830 eV
proxy shift, HF density, full: -0.2702 eV
proxy shift, HF density, first order: -1.0309 eV
centre of electron density (exact, LDA-X, HF): 0.000, 0.000, 0.000 bohr
electrons within 2 bohr of middle charge, barrier structure:
  exact 0.614, LDA-X 0.836, HF 0.939 (number)
--- barrier
exact barrier: 0.7346 eV
LDA-X barrier, self-consistent: 1.6971 eV
LDA-X barrier on exact densities: -0.1722 eV
LDA-X barrier on HF densities: 1.4529 eV
Hartree-Fock barrier: 1.8510 eV
total LDA-X barrier error: 0.9625 eV
functional-driven part: -0.9068 eV
density-driven part: 1.8692 eV
functional part if HF densities are supplied: 0.7183 eV
density part if HF densities are supplied: 0.2441 eV
misassigned if T replaces Ts[n]: 0.4748 eV
total, functional, density part: 92.9, -87.5, 180.4 kJ/mol
largest change on finer grid: 1.5e-08 eV
success
```
